\section*{Why a Finite Nucleus Speeds Convergence of Gaussian Spinor Bases}

\section{An electron close to a heavy nucleus}

A $1s$ electron in a heavy ion has an appreciable amplitude close to the nucleus. If the nucleus is a point, the Dirac amplitude grows without limit there. If the charge is spread over a few femtometres, the amplitude levels off inside it. The change affects a tiny volume, yet it decides how many tight Gaussians a calculation needs: for the ion with $Z=80$ treated below, an error under $10^{-4}$ hartree takes 35 functions with a point nucleus and 22 with a Gaussian nuclear charge.

Consider one electron in a static central potential $V(r)$, without radiative corrections or nuclear recoil. Atomic units are used, and the energy $E$ excludes the rest energy. The large and small radial components $P$ and $Q$, each including a factor $r$, obey
\begin{align}
P'&=-\frac{\kappa}{r}P+\frac{E-V+2c^2}{c}\,Q, \label{eq:P}\\
Q'&=\frac{\kappa}{r}Q-\frac{E-V}{c}\,P, \label{eq:Q}
\end{align}
with $\kappa=-1$ for $s_{1/2}$ and $\kappa=+1$ for $p_{1/2}$.

\section{What the basis can represent}

For $\kappa<0$ the large-component functions are $r^{|\kappa|}e^{-\zeta r^2}$. Kinetic balance generates the small-component functions by applying $d/dr+\kappa/r$:
\begin{equation}
\left(\frac{d}{dr}-\frac{|\kappa|}{r}\right)r^{|\kappa|}e^{-\zeta r^2}
=-2\zeta\, r^{|\kappa|+1}e^{-\zeta r^2}.
\end{equation}
For $\kappa>0$ the large functions are $r^{\kappa+1}e^{-\zeta r^2}$, and the same operation gives
\begin{equation}
\left(\frac{d}{dr}+\frac{\kappa}{r}\right)r^{\kappa+1}e^{-\zeta r^2}
=\left(2\kappa+1-2\zeta r^2\right)r^{\kappa}e^{-\zeta r^2}.
\end{equation}
Any finite combination is therefore a fixed integer power of $r$ times a power series in $r^2$, in both components. The question is whether the solution has this form.

\subsection{Point nucleus: it does not}

Let $V=-Z/r$ and insert $P\simeq p\,r^s$, $Q\simeq q\,r^s$. The terms of order $r^{s-1}$ give
\begin{equation}
(s+\kappa)\,p=\frac{Z}{c}\,q,\qquad (s-\kappa)\,q=-\frac{Z}{c}\,p .
\label{eq:indicial}
\end{equation}
Multiplying the two equations and dividing by $pq$ gives $s^2-\kappa^2=-Z^2/c^2$, so $s=\pm\gamma$ with
\begin{equation}
\gamma=\sqrt{\kappa^2-Z^2/c^2}.
\end{equation}
The bound state starts as $r^{\gamma}$. For $s_{1/2}$, $\gamma<1$, and both $P/r$ and $Q/r$ diverge as $r^{\gamma-1}$. In a finite Gaussian set $P/r$ stays finite at the origin and $Q/r$ vanishes there.

\subsection{Gaussian nucleus: it does}

Take a Gaussian charge density proportional to $e^{-\xi r^2}$, with $\xi=3/(2\langle r^2\rangle)$. Its potential is
\begin{align}
V(r)&=-\frac{Z}{r}\,\mathrm{erf}(\sqrt{\xi}\,r)
=-\frac{2Z}{\sqrt{\pi}}\int_0^{\sqrt{\xi}}e^{-t^2r^2}\,dt \label{eq:super}\\
&=-\frac{2Z\sqrt{\xi}}{\sqrt{\pi}}\sum_{k\ge0}\frac{(-\xi r^2)^k}{k!\,(2k+1)} .
\end{align}
The second form substitutes $u=tr$ in the integral defining the error function; the third expands the exponential and integrates term by term. The series is even in $r$ and converges for every $r$.

For $\kappa<0$ write $P=r^{|\kappa|}f$, $Q=r^{|\kappa|+1}g$ and $W=E-V$. The $1/r$ term cancels in Eq.~\eqref{eq:P}; in Eq.~\eqref{eq:Q} it adds to the derivative of the prefactor:
\begin{equation}
f'=\frac{r}{c}\,(W+2c^2)\,g,\qquad
r g'+(2|\kappa|+1)\,g=-\frac{1}{c}\,W f .
\label{eq:fg}
\end{equation}
Now allow all powers of $r$ in $f$ and $g$. The right side of the first equation starts at order $r$, so $f$ has no linear term. Since $W$ is even, the second equation then gives $g$ no linear term, the first gives $f$ no cubic term, and so on: all odd terms vanish. With $f=\sum p_nr^{2n}$, $g=\sum q_nr^{2n}$ and $W=\sum w_kr^{2k}$, equating powers gives
\begin{align}
(2n+2|\kappa|+1)\,q_n&=-\frac1c\sum_{k=0}^{n}w_k\,p_{n-k},\\
2(n+1)\,p_{n+1}&=2c\,q_n+\frac1c\sum_{k=0}^{n}w_k\,q_{n-k}.
\end{align}
For $\kappa>0$ the components exchange roles. With $P=r^{\kappa+1}f$ and $Q=r^{\kappa}g$,
\begin{equation}
g'=-\frac{r}{c}\,Wf,\qquad r f'+(2\kappa+1)f=\frac1c\,(W+2c^2)\,g,
\end{equation}
and the same argument removes the odd terms. Both components now match their Gaussian functions power by power. At $r=0.7\,\xi^{-1/2}$, direct integration for $\kappa=\pm1$ agrees with the series to a relative $2\times10^{-11}$.

Finite size alone does not secure this form. If the density has a term $\rho_1r$ at the centre, Poisson's equation $\nabla^2V=4\pi\rho$ and $\nabla^2r^3=12r$ give $V$ a term $v_3r^3$ with $v_3=\pi\rho_1/3$. For $s_{1/2}$ the order $r^3$ of the second equation in \eqref{eq:fg} then contains $6g_3=v_3p_0/c$, where $g_3$ is the coefficient of $r^3$ in $g$, and an odd term returns. A uniformly charged sphere has an even potential inside, but $V''$ jumps at its surface, so its inner series does not describe the whole solution. The rates found below are for the Gaussian nucleus.

\section{How fast the error falls}

\subsection{Point nucleus: a power law}

Let the exponents form a geometric sequence ending at $\zeta_{\max}$. The set fails inside a radius $a\sim\zeta_{\max}^{-1/2}$. If $a\ll Z/(2c^2)$, then $Z/r$ exceeds both $2c^2$ and $|E|$ in that region, and the equations reduce to a form without a length scale, with solutions $r^{\gamma}$ and $r^{-\gamma}$.

What a disturbance confined to $r<a$ does to the energy follows from comparing the undisturbed state $(P,Q,E)$ with a disturbed one $(\tilde P,\tilde Q,\tilde E)$. Outside $a$ both obey Eqs.~\eqref{eq:P} and \eqref{eq:Q} with the same $V$. On differentiating $P\tilde Q-\tilde PQ$, the terms in $\kappa$ and $V$ cancel:
\begin{equation}
\frac{d}{dr}\left(P\tilde Q-\tilde PQ\right)=\frac{E-\tilde E}{c}\left(P\tilde P+Q\tilde Q\right).
\end{equation}
Integrating from $a$ to infinity, where the components vanish, gives
\begin{equation}
\tilde E-E=\frac{c\,(P\tilde Q-\tilde PQ)_{r=a}}{\int_a^\infty(P\tilde P+Q\tilde Q)\,dr}.
\label{eq:shift}
\end{equation}
Near $a$ the undisturbed state is $P=Ar^{\gamma}$, and the disturbed one is $\tilde P=Ar^{\gamma}+Br^{-\gamma}$. By Eq.~\eqref{eq:indicial} the ratio $Q/P$ is $(\kappa\pm\gamma)c/Z$ for the two powers, so
\begin{equation}
P\tilde Q-\tilde PQ=AB\left[\frac{(\kappa-\gamma)c}{Z}-\frac{(\kappa+\gamma)c}{Z}\right]=-\frac{2\gamma c}{Z}\,AB .
\end{equation}
With no other length available, matching at $a$ requires $B/A=b\,a^{2\gamma}$ with a pure number $b$. For normalized states, to leading order in $a$,
\begin{equation}
\tilde E-E\simeq-\frac{2\gamma c^2}{Z}\,A^2\,b\,a^{2\gamma}.
\end{equation}
For a nucleus of radius $R$ this gives an energy shift proportional to $R^{2\gamma}$.

A truncated basis does not solve the equations outside $a$, so for it the result is a scaling argument and not a proof. Adding one tighter function to the sequence reproduces the same inner problem on a smaller scale, and energy contributions from that scale carry the factor $a^{2\gamma}$. Hence
\begin{equation}
\Delta E_{\text{point}}\propto\zeta_{\max}^{-\gamma}.
\label{eq:law}
\end{equation}

In the opposite limit, $c\to\infty$, the point-nucleus function is $P=p_0r(1-Zr+\dots)$. Gaussians miss the slope $-Z$ inside $a$. The cost is of order $\int_0^a(Zp_0)^2r^2dr\propto a^3$, or $\zeta_{\max}^{-3/2}$. In a light atom the Dirac error follows this steeper law only while $a\gg Z/(2c^2)$, and the change to $\zeta_{\max}^{-\gamma}$ is gradual. For $Z=10$, where $\gamma=0.997$, the local power is 1.35 at $a=12\,Z/(2c^2)$, 1.18 at $2.9\,Z/(2c^2)$ and 1.06 at $0.73\,Z/(2c^2)$.

\subsection{Finite nucleus: a steep fall near $\xi$}

Equation~\eqref{eq:super} shows that the potential is a superposition of Gaussians with exponents no larger than $\xi$. The wave function has no equally sharp limit, because products of Gaussians add their exponents, but it is smooth on the scale $\xi^{-1/2}$. Functions much tighter than $\xi$ have little left to describe. When $\zeta_{\max}\ll\xi$, the set fails already outside the nucleus, and the benefit of the finite size fades as $\zeta_{\max}/\xi$ decreases.

\section{Size of the effect at $Z=80$}

The example is the $1s$ level of a one-electron ion with $Z=80$ and a chosen rms radius of 5.40 fm, or $1.020\times10^{-4}$ bohr. Then
\begin{equation}
\xi=\frac{1.5}{(1.02045\times10^{-4})^2}=1.44\times10^{8}\ \text{bohr}^{-2},\qquad \gamma=0.8119 .
\end{equation}
The energy is $-3532.192$ hartree for the point nucleus and $-3530.238$ hartree for the finite one, a shift of 1.954 hartree (53.17 eV). A nucleus of a quarter the radius shifts the level by 0.2085 hartree. The two shifts give a power of $R$ equal to $\ln(1.954/0.2085)/\ln4=1.614$, against $2\gamma=1.624$ at leading order. These shifts are for the Gaussian model. A uniformly charged sphere with the same rms radius of 5.40 fm gives 1.973 hartree, about 1\% more.

The exponents are $50\cdot2^k$ bohr$^{-2}$, extended at the tight end. Errors are relative to the energy of the same nuclear model.
\begin{center}
\begin{tabular}{rrll}
Functions & $\zeta_{\max}/\xi$ & Point (hartree) & Finite (hartree)\\
13 & 0.0014 & 16.0 & 14.7\\
19 & 0.091 & 0.540 & 0.0993\\
21 & 0.36 & 0.175 & $1.03\times10^{-3}$\\
23 & 1.46 & 0.0567 & $7.4\times10^{-6}$\\
27 & 23 & $5.98\times10^{-3}$ & $7.5\times10^{-6}$\\
35 & 5960 & $7.36\times10^{-5}$ & $7.5\times10^{-6}$
\end{tabular}
\end{center}

With 13 functions the finite-nucleus error is still 92\% of the point error. Such a set also misjudges the size shift: it gives $1.95+14.73-16.04=0.64$ hartree, a third of the true value. Between $\zeta_{\max}=0.045\,\xi$ and $0.73\,\xi$ the finite-nucleus error falls with an average power of 3.84 in $\zeta_{\max}$. This number summarizes one interval and is not an asymptotic law.

Beyond $\xi$ the finite-nucleus error stays at $7.5\times10^{-6}$ hartree. This remainder depends on the spacing of the exponents: with the tight end saturated, a ratio of 3 leaves 0.075 hartree, while a ratio of 1.6 leaves nothing visible at the accuracy of the reference energy. The placement of the sequence matters to a lesser degree: for other starting exponents the remainder ranges from about $7\times10^{-6}$ to $9\times10^{-6}$ hartree at ratio 2, and from 0.07 to 0.10 hartree at ratio 3.

The remainder also explains the point-nucleus slope. From 27 to 35 functions the raw errors give a power of 0.793, slightly below $\gamma$. If the same $7.5\times10^{-6}$ hartree is subtracted from both,
\begin{equation}
\frac{1}{8\ln2}\,\ln\frac{5.975\times10^{-3}-0.007\times10^{-3}}{7.363\times10^{-5}-0.748\times10^{-5}}
=\frac{4.50}{5.55}=0.81,
\end{equation}
in agreement with Eq.~\eqref{eq:law}. As long as the error is well above this remainder, each decimal digit for the point nucleus costs $\ln10/(\gamma\ln2)\approx4$ functions. Closer to the remainder the gain fades: 41 functions still leave $9.7\times10^{-6}$ hartree.

For the smaller nucleus, $\xi$ is 16 times larger. Errors below $10^{-4}$ hartree then need 26 functions instead of 22. The required $\zeta_{\max}$ grows somewhat less than $\xi$, which the whole steps of 2 hide: at the same $\zeta_{\max}/\xi=0.36$ the smaller nucleus leaves an error of $1.16\times10^{-4}$ hartree, against $1.03\times10^{-3}$ for the larger one.

\section{What to do about it}

Compute $\xi$ from the rms radius first, and extend the $s_{1/2}$ exponents to about $\xi$ or slightly beyond. In this example $1.5\,\xi$ suffices. It also suffices for a uniformly charged sphere of the same rms radius, but there a set ending at $0.73\,\xi$ still leaves $1.3\times10^{-4}$ hartree, so 23 functions are needed instead of 22. If the energy no longer changes on adding a tighter function, repeat the calculation with a smaller ratio, because the error that remains can come from the spacing of the whole sequence. Both checks are needed, since a saturated tight end says nothing about the spacing.

Compare finite-nucleus results with a finite-nucleus reference, and do not take a nuclear size shift as the difference between two energies from one set unless the point-nucleus energy is converged too. With 23 functions, which end at $1.46\,\xi$, this difference is still 3\% too small. The errors tabulated here are all positive, but the Dirac operator has no lower bound, so a lower energy is not by itself a better one: for the uniform sphere, 21 functions give an energy $1.8\times10^{-4}$ hartree below the exact value.

A converged energy does not guarantee every detail of the wave function at the centre. For $s_{1/2}$ the series gives
\begin{equation}
\frac{q_0}{p_0}=-\frac{E-V(0)}{3c}=-\frac{-3530+1.08342\times10^{6}}{3\times137.036}=-2627\ \text{bohr}^{-1}.
\end{equation}
The set of 28 functions gives $-2644$ bohr$^{-1}$, off by 0.6\%, although its energy is good to a few parts in $10^{9}$. Adding tighter functions does not help: the ratio is off by 0.13\% with 24 functions and by 1.7\% with 30. The amplitude $p_0$ is much better. With 28 functions it lies within about $3\times10^{-6}$, in relative terms, of the value from a sequence with ratio 1.5. The error is therefore in $q_0$, the coefficient of $r^2$ in $Q$. The ratio tests the small component at the very centre, and should not be used to judge $p_0$ or the energy.

The rates were computed for $1s$ in a one-electron ion. For $p_{1/2}$ the small component has the $s$-like form and the same series argument holds, but its energy convergence was not computed and should be checked separately, as should that of many-electron calculations. The numerical output lists the errors for every second set, from 13 to 41 functions.

\section*{Computed values}
\begin{verbatim}
nuclear charge Z: 80
speed of light c: 137.035999 a.u.
rms radius, full nucleus: 5.40 fm = 1.02045e-04 bohr
rms radius, small nucleus: 1.35 fm
xi, full nucleus: 1.4405e+08 bohr^-2
xi, small nucleus: 2.3048e+09 bohr^-2
gamma: 0.811906
V(0), full nucleus: -1.08342e+06 hartree
1s energy, point nucleus: -3532.192093 hartree
1s energy, full nucleus: -3530.238038 hartree
1s energy, small nucleus: -3531.983598 hartree
size shift, full: 1.954055 hartree = 53.173 eV
size shift, small: 0.208495 hartree
power of R in size shift: 1.6142; 2 gamma: 1.6238
series against integration, kappa -1: relative deviation 2.2e-11
series against integration, kappa +1: relative deviation 2.2e-11
q0/p0, full nucleus, series: -2626.786 bohr^-1
q0/p0, full nucleus, 28 functions: -2643.733 bohr^-1
smallest exponent: 50.0 bohr^-2; ratio: 2.0
signed 1s errors in hartree: functions, zeta_max (bohr^-2), point, small, full
  13  2.048e+05  +1.604e+01  +1.587e+01  +1.473e+01
  15  8.192e+05  +5.168e+00  +5.015e+00  +4.103e+00
  17  3.277e+06  +1.669e+00  +1.535e+00  +8.999e-01
  19  1.311e+07  +5.400e-01  +4.304e-01  +9.932e-02
  21  5.243e+07  +1.749e-01  +9.501e-02  +1.026e-03
  23  2.097e+08  +5.673e-02  +1.055e-02  +7.415e-06
  25  8.389e+08  +1.840e-02  +1.157e-04  +7.478e-06
  27  3.355e+09  +5.975e-03  +7.479e-06  +7.483e-06
  29  1.342e+10  +1.944e-03  +7.486e-06  +7.484e-06
  31  5.369e+10  +6.357e-04  +7.486e-06  +7.484e-06
  33  2.147e+11  +2.113e-04  +7.486e-06  +7.484e-06
  35  8.590e+11  +7.363e-05  +7.486e-06  +7.484e-06
  37  3.436e+12  +2.895e-05  +7.486e-06  +7.484e-06
  39  1.374e+13  +1.445e-05  +7.486e-06  +7.484e-06
  41  5.498e+13  +9.746e-06  +7.486e-06  +7.484e-06
error ratio full/point with 13 functions: 0.918
error ratio point/full with 24 functions: 4.317e+03
decay power in zeta_max, point, 27 to 35 functions: 0.7928
decay power, full, 18 to 22 functions (zeta_max/xi 0.045 to 0.728): 3.84
decay power, full, 22 to 26 functions: 0.03
remaining error, full, ratio 3.0, 27 functions: +7.53e-02 hartree
remaining error, full, ratio 2.0, 41 functions: +7.48e-06 hartree
remaining error, full, ratio 1.6, 60 functions: +8.32e-11 hartree
growth power of P/r at origin, point: 0.0946; (1-gamma)/2: 0.0940
functions for errors below 1e-04 hartree, full: 22, zeta_max 1.049e+08 bohr^-2
functions for errors below 1e-04 hartree, small: 26, zeta_max 1.678e+09 bohr^-2
functions for errors below 1e-04 hartree, point: 35, zeta_max 8.590e+11 bohr^-2
\end{verbatim}
